Normal-Incidence Polar Kerr Amplitude of a Magnetised Half-Space

**Definitions and conventions**

A homogeneous medium fills z > 0 and vacuum fills z < 0. The magnetisation M points along the surface normal z. Light of angular frequency ω travels along +z and meets the surface at normal incidence, polarised along x. All fields vary as exp(−iωt), so absorption means a positive imaginary part of the permittivity. The algebra is in atomic units, where c ≈ 137, and k₀ = ω/c. The permeability at optical frequency is 1 until Remark 4.

The permittivity tensor has the in-plane elements

ε_xx = ε_yy = ε,  ε_xy = −ε_yx = g,

and no elements that couple z to x or y. Rotational symmetry of threefold or higher order about z enforces this form. With lower symmetry the two diagonal elements may differ and a symmetric off-diagonal element may appear; Remark 3 treats small anisotropy of this kind. With neither a twofold axis along z nor a mirror plane normal to z, elements coupling z to x or y may also appear, and ε_zz then enters the result; that case is not treated here. Onsager's relation ε_ij(M) = ε_ji(−M) gives ε(M) = ε(−M) and g(M) = −g(−M). The diagonal element therefore changes only at order M², while g starts at order M.

Write n = √ε and q = g/ε. Square roots are taken with positive imaginary part, so that waves decay into the medium; a lossless medium is the limit of vanishing absorption. The complex Kerr amplitude is the ratio of reflected field components in the fixed axes x and y:

Φ = E_y/E_x.

**Theorem.** Let ε differ from 0 and from 1. To first order in the magnetisation,

Φ = −g/[√ε (ε − 1)],

and hence

|Φ| = |ε_xy/(√ε (ε − 1))|.

Reversing M, or reversing one of the two in-plane axes, changes the sign of Φ. The opposite time convention replaces Φ by its complex conjugate. The magnitude is the same in every case. The proof solves the half-space problem for any g and then expands.

**Lemma 1 (modes).** The waves that travel along z in the medium are circular, with field vectors v± = (1, ±i) and indices n±² = ε ± ig.

*Proof.* Maxwell's equations for these fields are curl E = ik₀H and curl H = −ik₀εE, with ε here the tensor. For a wave exp(iNk₀z) the first gives

H_x = −N E_y,  H_y = N E_x.

The second gives N H_y = (εE)_x and −N H_x = (εE)_y, and its z component gives ε_zz E_z = 0. For ε_zz ≠ 0 this means E_z = 0. If ε_zz = 0, a longitudinal field can exist, but it has no tangential components and does not couple to light at normal incidence. The element ε_zz therefore plays no part, and

N² E = εE

for the in-plane vector E. Applying the tensor to v± gives the x component ε ± ig and the y component −g ± iε. Since (±i)(±ig) = −g, the y component equals ±i(ε ± ig). Thus v± is an eigenvector with eigenvalue ε ± ig. ∎

Absorption of both modes requires Im ε > |Re g|. The magnetisation splits one index into two, and the Kerr effect follows from the different reflection of the two circular waves.

**Lemma 2 (reflection).** A wave with field vector v± is reflected with the same vector in fixed axes and with amplitude

r± = (1 − n±)/(1 + n±).

*Proof.* Let the incident, reflected and transmitted waves have amplitudes 1, r and t along the same v±. Continuity of tangential E gives 1 + r = t. A wave travelling along −z has its magnetic field reversed relative to E, so continuity of tangential H gives 1 − r = n± t. Eliminating t gives 1 − r = n±(1 + r), which is the stated amplitude. One vector satisfies all boundary conditions, so the modes do not mix. ∎

**Lemma 3 (closed form).** For any g,

Φ = i(n₊ − n₋)/(n₊n₋ − 1).

*Proof.* The incident vector is (1, 0) = (v₊ + v₋)/2. The reflected vector is (r₊v₊ + r₋v₋)/2, with components

E_x = (r₊ + r₋)/2,  E_y = i(r₊ − r₋)/2.

Let D = (1 + n₊)(1 + n₋). Then

D(r₊ − r₋) = (1 − n₊)(1 + n₋) − (1 − n₋)(1 + n₊) = 2(n₋ − n₊),

D(r₊ + r₋) = (1 − n₊)(1 + n₋) + (1 − n₋)(1 + n₊) = 2(1 − n₊n₋).

The common factor D cancels in E_y/E_x, which leaves i(n₋ − n₊)/(1 − n₊n₋). Reversing both signs gives the stated form. ∎

**Proof of the theorem.** The indices are n± = n√(1 ± iq). The series √(1 + x) = 1 + x/2 − x²/8 + x³/16 + … with x = ±iq gives

n± = n(1 ± iq/2 + q²/8 ∓ iq³/16 + …).

The even terms cancel in the difference:

n₊ − n₋ = inq(1 − q²/8 + …).

The product is

n₊n₋ = ε√(1 + q²) = ε(1 + q²/2 + …).

To first order, the numerator of Lemma 3 is i·inq = −nq and its denominator is ε − 1. Since nq = ng/n² = g/n, the theorem follows. The change of ε with M² alters Φ only at order M³, because it multiplies a quantity that is already of order M. ∎

The closed form and the slope of Φ at g = 0 were compared with a numerical solution of Maxwell's equations for the four tangential field components, which uses neither circular modes nor Fresnel formulas. In 60 random absorbing media, with Re ε between −10 and 10, Im ε between 2 and 20, Re g between 0.2 and 1 and Im g between −1 and 1, the largest relative differences were 1.1×10⁻¹³ for the closed form and 9.7×10⁻¹⁰ for the slope.

**Remark 1 (size of the next term).** Keeping q² in both factors gives

n₊n₋ − 1 = (ε − 1)[1 + εq²/(2(ε − 1))].

The relative correction to Φ is therefore −q²/8 − εq²/(2(ε − 1)). Over a common denominator,

Φ = −g/[√ε (ε − 1)] · [1 − q²(5ε − 1)/(8(ε − 1)) + …].

This holds for given values of ε and g, whatever their own dependence on M. The first-order formula is reliable when |q| ≪ 1 and also

|q²(5ε − 1)/(8(ε − 1))| ≪ 1.

The second condition alone is not enough: its coefficient vanishes at ε = 1/5, yet for ε ≈ 0.2 and g = 0.3i the first-order value is off by 24%. For |ε| ≫ 1 both conditions reduce to |q|² ≪ 1, and the amplitude tends to |g|/|ε|^(3/2). At fixed g, a medium with a large permittivity thus shows a small Kerr amplitude.

**Remark 2 (where the expansion fails).** For small |g| there are two such places. For larger g the expansion can fail at any ε for which |g| is comparable with |ε|.

*Near ε = 1.* To first order the cross-polarised amplitude itself is Φr, with r = (1 − n)/(1 + n). Since ε − 1 = (n − 1)(n + 1),

E_y = g/[n(1 + n)²].

This stays finite at n = 1. The ratio Φ grows because the ordinary reflection E_x vanishes, not because more light changes its polarisation. Very close to ε = 1 the magnetic term in n₊n₋ − 1 takes over. It keeps Φ finite at ε = 1 but moves the zero of the denominator to ε² = 1 − g². In a lossless medium, where g is imaginary, E_x vanishes at that shifted point and Φ diverges there; absorption of both modes keeps Φ finite. At ε = 1 and small g, the numerator of Lemma 3 is −g and the denominator is g²/2, so Φ ≈ −2/g.

As an example, take ε = 1 + 0.001i and g = 0.1i. The first-order formula gives |Φ| = 100, whereas the numerical solution gives 19.6. The closed form explains the difference: the denominator is close to 0.001i + g²/2 = −0.005 + 0.001i, of magnitude 0.0051, and 0.1/0.0051 ≈ 19.6. So large a Φ is no longer a small rotation, and Lemma 4 below does not apply to it.

*Near ε = 0.* Here q is no longer small. Take the lossless limit at ε = 0 with g = iγ and γ > 0. Then n₊² = −γ and n₋² = γ, so n₊ = i√γ and n₋ = √γ. Lemma 3 gives

Φ = i(i − 1)√γ/(iγ − 1) = (1 + i)√γ/(1 − iγ).

For small γ the magnitude is √(2γ). It grows as the square root of the magnetic element, so no expansion in integer powers of M can describe it.

**Lemma 4 (what is measured).** Write Φ = θ + iη with |Φ| ≪ 1. To first order, the reflected light is an ellipse whose major axis is turned by θ from x towards y, and whose ratio of minor to major axis is |η|. Hence

|Φ|² = θ² + η².

*Proof.* The real field, divided by the amplitude of E_x, is

X = cos ωt,  Y = Re[(θ + iη)exp(−iωt)] = θ cos ωt + η sin ωt.

In axes turned by the small angle θ, the components are X′ = X + θY and Y′ = Y − θX. To first order these are cos ωt and η sin ωt, which trace an ellipse with semi-axes 1 and |η| along the turned axes. ∎

The theorem therefore fixes the root of the summed squares of rotation and ellipticity. Rotation alone gives |Φ| only when η is negligible. The phase of g/[√ε(ε − 1)] decides how the amplitude is shared between the two.

**Proposition 5 (depth sensitivity).** Let ε be uniform, and let g(z) vary with depth. To first order in g,

E_y = −[2ik₀/(1 + n)²] ∫₀^∞ g(z) exp(2ink₀z) dz

at the surface, for unit incident amplitude. If only a top layer of thickness d is magnetised, uniformly, the signal is the fraction

F(d) = 1 − exp(2ink₀d)

of the half-space signal.

*Proof.* Inside the medium E_x = t exp(ink₀z) to lowest order, with t = 2/(1 + n). The y component of the wave equation is

E_y″ + k₀²εE_y = −k₀²ε_yx E_x = k₀² g(z) t exp(ink₀z).

Let u = exp(ink₀z), which obeys u″ + k₀²εu = 0. Multiply the equation for E_y by u, subtract E_y times the equation for u, and integrate from 0 to ∞:

[uE_y′ − u′E_y]₀^∞ = k₀² t ∫₀^∞ g exp(2ink₀z) dz.

The upper limit contributes nothing, because the waves decay. In vacuum the y field is ρ exp(−ik₀z). Both E_y and E_y′ are continuous, since E_y′ = −ik₀H_x. The lower limit thus contributes

−[−ik₀ρ − ink₀ρ] = ik₀(1 + n)ρ.

Solving for ρ and inserting t gives the stated integral. For uniform g down to depth d,

∫₀^d exp(2ink₀z) dz = [exp(2ink₀d) − 1]/(2ink₀).

Dividing by the value −1/(2ink₀) for infinite depth gives F(d). ∎

With g uniform throughout, the result is E_y = g/[n(1 + n)²], as in Remark 2. Division by r recovers the theorem by a second route. The factor exp(2ink₀z) has a plain meaning: light reaches depth z with one factor exp(ink₀z), and the field radiated there returns with another. The magnitude of this weight falls to 1/e of its surface value over the information depth 1/(2k₀ Im n).

**Remark 3 (in-plane anisotropy).** Strain or texture can add a symmetric element s to both ε_xy and ε_yx. The proof of Proposition 5 uses only ε_yx, so to first order Φ = ε_yx/[√ε(ε − 1)] for any small ε_yx. The element s then adds

s/[√ε (ε − 1)].

By Onsager's relation s is even in M. To this order, half the difference between the readings for +M and −M removes it. A small difference between ε_xx and ε_yy enters Φ only through its product with ε_yx, which is of second order and is neglected here.

**Remark 4 (optical permeability).** Suppose μ_xy = −μ_yx = m, with diagonal elements 1. By the algebra of Lemma 1 the circular vectors have μ± = 1 ± im. In Lemma 2 the ratio of H to E is then √(ε±/μ±) instead of n±. For g = 0 this ratio is n(1 ∓ im/2), whereas for m = 0 it is n(1 ± iq/2). To first order the permeability therefore replaces q by q − m and adds m√ε/(ε − 1) to Φ. Its size relative to the dielectric signal is |mε/g|.

**Example: a film in the regime of iron**

Take a wavelength of 633 nm, ε = −3 + 19i and g = 0.7 − 0.1i. These values are rough. The phase of g is a choice, and it affects the split between rotation and ellipticity. The root is

√ε = 2.849 + 3.334i,

and with ε − 1 = −4 + 19i the denominator is

√ε(ε − 1) = −74.75 + 40.80i,

of magnitude 85.16. Since |g| = 0.7071,

|Φ| = 0.7071/85.16 = 8.30 mrad, or 0.48°.

The complex value follows on multiplying above and below by the conjugate of the denominator:

Φ = (0.7 − 0.1i)(74.75 + 40.80i)/7252 = 7.78 + 2.91i mrad.

The rotation is thus 7.78 mrad and the axis ratio 2.91×10⁻³. Sampling the reflected field over one cycle gives the same two values to these digits. If |g| were inferred from |Φ| |√ε| |ε − 1| with the rotation put in place of |Φ|, it would come out 6% too small.

The numerical solution gives |Φ| = 8.31 mrad. The first-order value differs from it by 0.084% as a complex number, relative to the numerical Φ. Remark 1 accounts for this: |q|² = 0.00135 and |(5ε − 1)/(8(ε − 1))| = 0.62, with product 0.00084.

The information depth is 15.1 nm. With the rest of the material unmagnetised but optically equal, the top 5, 10, 20 and 40 nm give signal fractions |F| of 0.37, 0.63, 0.92 and 1.05. The last value exceeds 1 because the contributions add with phase. At 40 nm the missing part exp(2ink₀d) has magnitude 0.07 and phase 2.26 rad, so its real part is negative and the deeper material slightly reduces the total.

**The model beside a real film**

A Kerr rotation of roughly half a degree is the right order for saturated iron in visible light. The value of g was chosen in that range, so the agreement is not a prediction. A thin iron film normally prefers in-plane magnetisation, and the polar geometry then needs an applied field of roughly 2 T to saturate it along the normal. Real films also have a finite thickness, an oxidised surface and some anisotropy. The effects below are computed one at a time with all other settings fixed. Each is given as the magnitude of the complex change of Φ, relative to the half-space value, followed by the change of |Φ|.

- An oxide of 2 nm on top, with ε = 5 (rough) and no absorption: 3.8%, +3.1%.
- A film of 100 nm on glass, with ε = 2.25: 1.6%, +1.2%.
- A symmetric element s = 0.01 (rough), from a single reading: 1.4%, −1.4%.
- Optical permeability: 0.32%, +0.31%.
- Incidence at 5° instead of 0°: 0.19%, +0.11% for p light and 0.16%, −0.12% for s light.

For the symmetric element and the permeability, the sign of the change of |Φ| follows from the chosen signs of s and g, with M along +z. Reversing s relative to g, or g relative to M, reverses the corresponding sign.

With these rough inputs the oxide has the largest effect, but the ranking depends on the thickness chosen: a film of 80 nm on glass gives a complex change of 4.7%, and one of 50 nm gives 21%. The oxide figure depends on its permittivity, and real iron oxides absorb at this wavelength: ε = 5 + 3i changes |Φ| by +1.3%, and ε = 9 + i by +5.6%. The following refers to the lossless ε = 5. If ε of the clean metal is known separately, leaving this layer out of the analysis changes the inferred |g| by about 3%. If ε is itself measured through the oxide and the layer is ignored there too, the error in ε also enters and is much larger: the inferred |g| comes out about 15% too small with ε from ellipsometry at 70°, and about 19% too small with ε from the complex reflection at normal incidence. The layer should then be included in both steps.

The effect of the film's back face looks large, since exp(−100/15.1) is only 0.0013. Two factors raise it. The wave returning from the glass carries magnetic phase gathered over the whole thickness, which gives a factor 2k₀d ≈ 2. The reflection at the top surface, which sets the half-space signal, changes only weakly with n, which gives a factor 1/|dr/dn| ≈ 13; together with the transmission in and out, of magnitude 0.68, this makes a further factor 2|n| ≈ 8.8. To leading order this wave adds (1 − r²)R exp(2ink₀d) to r, where R = (n − 1.5)/(n + 1.5) is the reflection at the glass and 1 − r² = 4n/(1 + n)² is the transmission in and out. The Kerr signal depends on the derivative with respect to n. The largest part of the added derivative comes from the exponential and carries a factor 2ik₀d. Divided by dr/dn = −2/(1 + n)², it has magnitude

4|n|k₀d |R| exp(−2k₀d Im n) = 4 × 4.39 × 0.993 × 0.66 × 0.0013 ≈ 0.015,

close to the computed 1.6%.

The permeability estimate uses the precession of the magnetisation. At frequencies far above resonance, the precession equation −iωM_x = γM b_y, for a transverse optical field b_y, gives m ≈ iγμ₀M/ω. With μ₀M = 2 T and γ = e/m_e (electron charge over mass), |m| = 1.18×10⁻⁴. The numerical output also assumes an internal field of 1 T, which corresponds to about 3 T applied along the normal; at this optical frequency it does not change the digits shown. Then |mε/g| = 1.18×10⁻⁴ × 19.2/0.707 = 0.32%, as listed.

Temperature enters through M. If thermal magnons with a quadratic dispersion reduce M by 2% at 300 K (rough), and their number grows as T^(3/2), warming to 320 K lowers the signal by

0.02 × [(320/300)^(3/2) − 1]/0.98 = 0.21%.

This assumes that g is proportional to M and that ε stays fixed. Further digits of the main values are in the numerical output below.

Table of computed values

```
INPUTS (rough, regime of iron)
wavelength: 633 nm
photon energy: 1.959 eV
eps: -3.0 +19.0i
eps_xy: 0.7 -0.1i
KERR RESPONSE
sqrt(eps): 2.8492 +3.3343i
eps - 1: -4.0 +19.0i
sqrt(eps)(eps-1): -74.749 +40.797i
n+: 2.9165 +3.3773i
n-: 2.7804 +3.2910i
r+: -0.70712 -0.25255i
r-: -0.69903 -0.26200i
reflectance without magnetisation: 0.561
Phi exact: 7.7847 +2.9053i mrad
Phi first order: 7.7780 +2.9073i mrad
|Phi| exact: 8.3091 mrad
|Phi| first order: 8.3036 mrad
|Phi| first order: 0.4758 degree
rotation from sampled ellipse: 7.7846 mrad
axis ratio from sampled ellipse: 2.9052 x 1e-3
DEPTH
information depth 1/(2 k0 Im n): 15.11 nm
|signal fraction|, top 5 nm magnetised: 0.369
|signal fraction|, top 10 nm magnetised: 0.628
|signal fraction|, top 20 nm magnetised: 0.918
|signal fraction|, top 40 nm magnetised: 1.046
NEGLECTED EFFECTS: complex change |dPhi/Phi|; change of |Phi|
inputs: eps glass 2.25, eps oxide 5.0, symmetric eps_xy 0.01
inputs: mu0*M 2.0 T, internal field 1.0 T, magnetisation loss at 300 K 0.02
|mu_xy|: 1.182 x 1e-4
first-order formula instead of exact: 0.084 %; -0.067 %
100 nm film on glass: 1.560 %; +1.174 %
2 nm oxide on top: 3.786 %; +3.055 %
5 degree incidence, p: 0.188 %; +0.110 %
5 degree incidence, s: 0.162 %; -0.116 %
in-plane anisotropy, one reading: 1.414 %; -1.400 %
optical permeability: 0.321 %; +0.307 %
signal loss on warming 300 K to 320 K: 0.207 %
TESTS
worst relative error, exact form, 60 media: 1.1e-13
worst relative error, slope, 60 media: 9.7e-10
near eps = 1 (eps = 1+0.001i, eps_xy = 0.1i): |Phi| solver: 19.59
same case: |Phi| first order: 100.00
```
